# Cube-Root Expansion of an Ion Sheath after a High-Voltage Step

A large flat target faces a uniform plasma of singly charged ions, with density $n_0$ and ion mass $M$. At $t=0$ its voltage drops suddenly to $-V_0$ and stays there. Electrons are driven away, and a positive sheath of width $s(t)$ grows into the plasma. If the ions start at rest, do not collide, and the electrons matter only by leaving, three quantities enter the problem: the voltage $V_0$, the charge-to-mass ratio $e/M$ in the equation of motion, and $en_0/\varepsilon_0$ in Poisson's equation. With volt, length and time as independent dimensions, these have dimensions $\mathrm V$, $\mathrm L^2\mathrm V^{-1}\mathrm T^{-2}$ and $\mathrm V\,\mathrm L^{-2}$. They form one length and one time, up to pure numbers, so

$$
s=s_0F(\omega_{\rm pi}t),\qquad
s_0=\sqrt{\frac{2\varepsilon_0V_0}{en_0}},\qquad
\omega_{\rm pi}=\sqrt{\frac{e^2n_0}{\varepsilon_0M}} .
$$

Dimensions also suggest the late form of $F$. If the ion current density $j$ depends on the present width but no longer on $n_0$, it must be proportional to $\varepsilon_0\sqrt{e/M}\,V_0^{3/2}/s^2$. If the moving edge supplies this current by uncovering ions at the rate $n_0\,ds/dt$, then $s^2\,ds/dt$ is constant and $s^3$ grows linearly in time. The coefficients, and the conditions under which this holds, need the dynamics.

Let $y$ be the distance from the sheath edge towards the target, and $\psi(y)$ the positive potential drop from the edge. The nearly neutral plasma outside has negligible field, so $\psi=\psi'=0$ at $y=0$. Immediately after the step the electrons have gone but the ions have not moved. Poisson's equation in this matrix sheath is $\psi''=en_0/\varepsilon_0$. Integrating twice gives $\psi=en_0y^2/(2\varepsilon_0)$, and setting $\psi=V_0$ at the target gives the width $s_0$ defined above.

Warm electrons alter this little. Let $T_e$ be the electron temperature in volts. With Boltzmann electrons,

$$
\varepsilon_0\psi''=en_0\left(1-e^{-\psi/T_e}\right).
$$

Multiplying by $\psi'$ and integrating from the plasma gives

$$
\tfrac12\varepsilon_0\psi'^2=en_0\left[\psi-T_e\left(1-e^{-\psi/T_e}\right)\right].
$$

At the target the exponential is negligible. By Gauss's law $\varepsilon_0\psi'$ there is the net charge per area, so the equivalent width of bare ion charge is $s_0\sqrt{1-T_e/V_0}\simeq s_0[1-T_e/(2V_0)]$.

Now suppose that ions cross a sheath of fixed width $s$ in a steady stream. An ion starting at rest has speed $v=\sqrt{2e\psi/M}$, and a constant current density $j=env$ gives the density $n=j/(ev)$. Poisson's equation becomes

$$
\psi''=K\psi^{-1/2},\qquad K=\frac{j}{\varepsilon_0}\sqrt{\frac{M}{2e}} .
$$

Multiplying by $\psi'$ and integrating, with zero field at the edge, gives $\psi'^2/2=2K\psi^{1/2}$. Hence $\psi'=2\sqrt K\,\psi^{1/4}$. Separating variables and integrating again,

$$
\tfrac43\psi^{3/4}=2\sqrt K\,y .
$$

Squaring at $y=s$, where $\psi=V_0$, gives $V_0^{3/2}=\frac94Ks^2$, which is Child's law:

$$
j=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\frac{V_0^{3/2}}{s^2}.
$$

The profile is $\psi=V_0(y/s)^{4/3}$, so $v=u_0(y/s)^{2/3}$ with $u_0=\sqrt{2eV_0/M}$. The transit time is

$$
\int_0^s\frac{dy}{v}=\frac{s^{2/3}}{u_0}\int_0^s y^{-2/3}\,dy=\frac{3s}{u_0}.
$$

The quasi-static model applies Child's law at each instant with the current value of $s$. Ions are supplied because the edge sweeps over them. Disturbances in the plasma travel at about the Bohm speed $u_B=\sqrt{eT_e/M}$, so they cannot outrun a faster edge, and the ions ahead of it are still at rest. Then

$$
en_0\frac{ds}{dt}=j .
$$

Since $\varepsilon_0V_0/(en_0)=s_0^2/2$ and $\sqrt{2e/M}\,V_0^{3/2}=u_0V_0$,

$$
\frac{ds}{dt}=\frac49\,\frac{s_0^2}{2}\,\frac{u_0}{s^2}
=\frac29\,\frac{u_0s_0^2}{s^2}.
$$

Multiplying by $3s^2$ and integrating from $s(0)=s_0$ gives $s^3=s_0^3+\frac23u_0s_0^2t$. Finally,

$$
\frac{u_0^2}{s_0^2}=\frac{2eV_0}{M}\,\frac{en_0}{2\varepsilon_0V_0}=\omega_{\rm pi}^2 ,
$$

and therefore

$$
\boxed{s(t)=s_0\left(1+\tfrac23\omega_{\rm pi}t\right)^{1/3}} .
$$

This solves the quasi-static model, but it is an approximation to the ion motion. The sheath should change little while an ion crosses it. The transit time divided by the expansion time $s/(ds/dt)$ is

$$
\frac{3s}{u_0}\,\frac{2u_0s_0^2}{9s^3}=\frac23\left(\frac{s_0}{s}\right)^2 ,
$$

which is not small at the start. Moreover, a Child sheath of width $s$ holds the charge $\varepsilon_0\psi'(s)=4\varepsilon_0V_0/(3s)=\frac23en_0s_0^2/s$ per area. At $s=s_0$ that is two thirds of the matrix charge, so the initial sheath is not a Child sheath.

The error can be found by following the ions without Child's law. Measure lengths in $s_0$, times in $1/\omega_{\rm pi}$, and the field in $en_0s_0/\varepsilon_0$; the voltage is then $\frac12$. Let $x(\xi,t)$ be the distance from the target of the ion that began at $\xi$. If ions keep their order, the charge between this ion and the edge is $s-\xi$. By Gauss's law that is also the field on it, directed to the target, so

$$
\ddot x=-(s-\xi)
$$

after the edge has reached the ion at time $t_\xi$ (with $t_\xi=0$ for $\xi<1$). Integrating twice from rest,

$$
x=\xi-\int_{t_\xi}^{t}(t-t')\,[s(t')-\xi]\,dt' .
$$

Differentiate with respect to $\xi$. The lower limit contributes nothing: it is fixed for initial ions, and for later ones $s(t_\xi)=\xi$. With $\tau=t-t_\xi$,

$$
\frac{\partial x}{\partial\xi}=1+\int_{t_\xi}^{t}(t-t')\,dt'=1+\frac{\tau^2}{2}>0 .
$$

Neighbours separate, so the assumed order is consistent for an advancing edge.

Let $D$ be the starting position of the ion now reaching the target. It is also the collected dose in units of $n_0s_0$. Integrating the field over the sheath and then by parts,

$$
\frac12=\int_D^s(s-\xi)\frac{\partial x}{\partial\xi}\,d\xi=\int_D^s x\,d\xi ,
$$

because the boundary term vanishes at both ends: $s-\xi=0$ at the edge and $x=0$ at the target. Differentiating in time, the upper limit contributes $s\dot s$ and the lower one nothing, so

$$
s\dot s=\int_D^s(-\dot x)\,d\xi .
$$

At early times $-\dot x\simeq(1-\xi)t$, $D\simeq0$ and $s\simeq1$. Thus $\dot s\simeq t/2$ and

$$
s=1+\frac{t^2}{4}+\cdots .
$$

The edge starts with zero speed because the ions must first accelerate. The cube-root law instead begins as $1+2t/9$. The law is therefore too wide at first. Numerical integration of the ion-sheet equations up to $\omega_{\rm pi}t=1080$ finds the largest deviation, 4.4% of the sheet-model width, at $\omega_{\rm pi}t=0.44$. A small error in width does not mean that the early current is right: the law assigns a finite edge speed where the ion motion gives zero.

At late times the edge is slow and its motion can be expanded about the present. Let $w=\dot s$ and $b=\ddot s$. An ion that entered a time $\tau$ ago did so when the edge speed was $w-b\tau$. Its displacement, from two integrations of $s-\xi$, is

$$
\frac{(w-b\tau)\tau^3}{6}+\frac{b\tau^4}{24}=\frac{w\tau^3}{6}-\frac{b\tau^4}{8}.
$$

The edge has meanwhile advanced by $w\tau-b\tau^2/2$, which is also the field $E$ on the ion. The ion's distance behind the edge is therefore

$$
y=w\tau-\frac{b\tau^2}{2}+\frac{w\tau^3}{6}-\frac{b\tau^4}{8}.
$$

Let $T$ be the age of the ion reaching the target, and $\alpha=bT/w$. From the quasi-static result, $T\simeq3s$, $w\simeq2/(9s^2)$ and $b/w\simeq-2w/s\simeq-4/(9s^3)$. Hence $1/T^2\simeq1/(9s^2)$ and $\alpha\simeq-4/(3s^2)$ are of the same order. Keeping first order in both, the voltage condition $\int_0^TE\,(dy/d\tau)\,d\tau=\frac12$ has four terms:

$$
\frac{w^2T^4}{8}+\frac{w^2T^2}{2}-\frac{wbT^5}{10}-\frac{wbT^5}{20}=\frac12 .
$$

Factoring out the first term and taking the square root,

$$
wT^2=2\left(1-\frac{2}{T^2}+\frac35\alpha\right).
$$

The condition $y(T)=s$ gives

$$
s=\frac{wT^3}{6}\left(1+\frac6{T^2}-\frac34\alpha\right)
=\frac T3\left(1+\frac4{T^2}-\frac3{20}\alpha\right).
$$

Inserting the leading values in the corrections gives

$$
s=\frac T3\left(1+\frac{29}{45s^2}\right),\qquad
wT^2=2\left(1-\frac{46}{45s^2}\right).
$$

The first relation yields $1/T^2=(1+58/(45s^2))/(9s^2)$. Multiplying by the second,

$$
\dot s=\frac{2}{9s^2}\left(1+\frac{4}{15s^2}+\cdots\right).
$$

The leading term is the quasi-static equation, now obtained from the ion motion. To integrate the correction, write $d(s^3)/dt=\frac23+\frac{8}{45s^2}$ and use $dt\simeq\frac92s^2ds$ in the last term. This gives

$$
s^3\simeq\frac23t+\frac45s+C .
$$

The ion-sheet calculation gives 0.80 for the coefficient of $s$, extrapolated to large $s$. For $s\gg1$ the law is therefore too narrow by a relative amount of about $4/(15s^2)$, which tends to zero. At $\omega_{\rm pi}t=100$ and $1080$ the computed shortfalls are 1.2% and 0.29% of the sheet-model width, against 1.6% and 0.33% from this leading estimate. The remainder comes from the constant: the ion sheets give $C\simeq0.11$ where the law has $1$, which reduces the shortfall by $(1-C)/(3s^3)$.

The dose needs separate care. The charge still in the sheath equals the field at the target, which is $wT\simeq2/(3s)$ at leading order. Thus $D\simeq s-2/(3s)$, whereas integrating the law's current from $t=0$ gives $s-1$. The latter omits the initial matrix ions, all of which have landed by the time $s\gg1$. Differentiating $D$ gives the current at the target:

$$
\dot D\simeq\dot s\left(1+\frac{2}{3s^2}\right)
\simeq\frac{2}{9s^2}\left(1+\frac{14}{15s^2}\right).
$$

It exceeds the Child value for two reasons: the fall of the stored charge as the sheath widens contributes $2/(3s^2)$ to the relative excess, and the faster motion of the edge contributes $4/(15s^2)$.

The opposite limit is set by plasma inflow. In ordinary units, define $s_c$ as the width at which the edge speed $2u_0s_0^2/(9s^2)$ has fallen to $u_B$:

$$
s_c=s_0\sqrt{\frac{2u_0}{9u_B}} .
$$

Near this width disturbances begin to run ahead of the edge, and an expansion wave draws plasma towards it. In a large collisionless plasma with isothermal electrons, the flow speed $u$ and density $n$ in the wave obey $u=u_B\ln(n_0/n)$. A stationary edge needs $u=u_B$, so the density there is $n_0\exp(-1)\simeq0.37n_0$. Equating the Child current to $0.37\,en_0u_B$ gives a final width of about $1.65s_c$ when $V_0\gg T_e$. The sheath thus approaches a stationary Child sheath instead of growing without limit.

A common shortcut adds inflow at speed $u_B$ and density $n_0$ from the start, $en_0(\dot s+u_B)=j$. For ions initially at rest this makes the sheath too narrow, because it counts ions that are not yet moving while the edge is fast. The cube-root law belongs to the window $s_0\ll s\ll s_c$.

Take N$_2^+$ ions, $V_0=20$ kV, $n_0=10^{10}$ cm$^{-3}$ and $T_e=2$ eV. Then $s_0=14.87$ mm, $\omega_{\rm pi}=2.496\times10^7$ s$^{-1}$ and $u_0=371.2$ km/s. At 1 µs, $\omega_{\rm pi}t=24.96$, and

$$
s=14.87\,(1+16.64)^{1/3}\ \text{mm}=14.87\times2.603\ \text{mm}=38.7\ \text{mm}.
$$

The edge speed is $\frac29(371.2)/(2.603)^2=12.2$ km/s, and $j=en_0\dot s=1.95$ mA/cm$^2$. The transit time, 0.31 µs, is 0.098 of the expansion time.

The ion-sheet model gives 39.6 mm at the same instant, so the law is 2.2% low. Doubling both the sheet spacing and the time step changes the sheet-model width by only 0.0006%. The current at the target is 2.15 mA/cm$^2$, about 10% above the law's value. The dose is $3.57\times10^{10}$ cm$^{-2}$, against $2.38\times10^{10}$ cm$^{-2}$ from integrating the law's current. Most of this gap is the missing matrix dose, $n_0s_0=1.49\times10^{10}$ cm$^{-2}$, less the ions still in flight.

For a uniform plasma whose ions start at rest, inflow has not yet begun. Here $u_B=2.62$ km/s, while the law's edge speed is 12.2 km/s at 1 µs and still 6.0 km/s at 3 µs. At 3 µs the law gives 55.1 mm and the ion-sheet model 55.9 mm. The shortcut with constant inflow would give 37.1 mm at 1 µs and 50.5 mm at 3 µs, both too narrow for ions that start at rest. With $s_c=83.3$ mm, $s_c/s_0$ is only 5.6, so the window is narrow in this example. At 1 and 3 µs the law is still good to a few per cent within the planar model, but well beyond $s_c$ it makes the sheath too wide, because it omits the plasma inflow.

These values are roughly typical of plasma immersion ion implantation, though 1 µs is a short pulse and the 50 ns rise assumed next is fast. A linear rise of that length lowers the sheet-model width at 1 µs by 0.96%; slower pulses need the voltage history. At 0.2 mTorr and 300 K, a rough collision cross-section of $3\times10^{-15}$ cm$^2$ gives a mean free path of 518 mm, so the sheath spans 0.075 of it. For a target radius of 150 mm, $s$ is 0.26 of the radius. Curvature and edge effects may then exceed the other corrections, and the planar model cannot give their size. A rough yield of three secondary electrons per ion would make the circuit current about four times the ion current, so the two must not be equated. Their total space charge is much smaller: at equal current and energy, electron density is lower than ion density by $\sqrt{m_e/M}$, which with this yield gives a scale of 0.013. Very close to the target, where the electrons are still slow, their density can be comparable with that of the ions. Finite electron temperature changes the matrix charge by only 0.005%. Its effect grows as the edge slows, widening the sheath by just under 0.1% at 1 µs and about 0.2% at 3 µs. A larger limit is the initial state. A real target already has a presheath before the pulse, with reduced density and ions drifting towards it. Take a cold-ion fluid presheath with ionisation proportional to density, central density $n_0$ and plasma half-width 150 to 400 mm. At 40 mm from the target the density is then 0.8 to $0.7n_0$ and the drift 0.5 to $0.7u_B$, and the width at 1 µs becomes about 43 to 45 mm instead of 39.6 mm. The comparisons above, including the verdict on the inflow shortcut, apply to a uniform plasma at rest. The remaining values are in the numerical output.

Within its window the law reads $s\simeq(\frac23u_0s_0^2t)^{1/3}$, or

$$
s\propto V_0^{1/2}\,n_0^{-1/3}\,M^{-1/6}\,t^{1/3}.
$$

At fixed density, ion mass and time, doubling the voltage widens the sheath by a factor $\sqrt2$. At fixed voltage, mass and time, doubling the density narrows it by $2^{-1/3}$. The weak mass dependence means that replacing N$_2^+$ by N$^+$, with all else fixed, widens it by $2^{1/6}$, or about 12%. Each comparison requires that both sheaths remain well between their own $s_0$ and $s_c$, and small compared with the target and the chamber.

## Computed results

```
voltage V0 = 20.0 kV; density n0 = 1.00e+10 cm^-3
ion mass = 28.014 u; Te = 2.0 eV
matrix width s0 = 14.868 mm
omega_pi = 2.4965e+07 s^-1; 1/omega_pi = 40.06 ns
full-drop ion speed u0 = 371.17 km/s; Bohm speed = 2.625 km/s
numerical Child constant = 0.44446 (dimensionless)
numerical transit time * u0/s = 2.9999 (dimensionless)
main time = 1.00 us; omega_pi*t = 24.965
law: s/s0 = 2.6033; s = 38.71 mm
law: edge speed = 12.171 km/s
law: current density = 1.950 mA/cm^2
Child transit time at main time = 0.313 us
transit time / expansion time = 0.0984
widths in mm: law / ion sheets / law with Bohm inflow
  t = 0.1 us: 20.61 / 21.07 / 20.41
  t = 0.3 us: 27.01 / 27.82 / 26.47
  t = 1.0 us: 38.71 / 39.57 / 37.08
  t = 3.0 us: 55.11 / 55.86 / 50.48
law minus sheets at main time = -2.19 %
largest law-sheet difference = 4.37 %
  occurs at omega_pi*t = 0.44
law minus sheets at omega_pi*t=100: -1.152 %
law minus sheets at omega_pi*t=1080: -0.290 %
early growth / (t^2/4) at omega_pi*t=0.1: 0.9946
late excess slope = 0.7999 (theory 0.8000)
s^3-0.8s-2t/3 at omega_pi*t=1080: 0.112 (scaled)
late sheath content times s = 0.6691 (theory 0.6667)
wall/Child current at omega_pi*t=100: 1.0582
  first-order prediction = 1.0549
sheet wall current at main time = 2.149 mA/cm^2
sheet dose at main time = 3.568e+10 cm^-2
integrated law dose = 2.384e+10 cm^-2
initial matrix dose n0*s0 = 1.487e+10 cm^-2
sheet-model coarse-grid width shift = -0.0006 %
Bohm balance width s_c = 83.35 mm
Bohm speed / law edge speed = 0.216
Bohm width shift at main time = -4.20 %
50 ns linear rise: width shift = -0.96 %
pressure = 0.20 mTorr; gas T = 300 K
rough collision cross-section = 3.0e-15 cm^2
mean free path = 518 mm; s/path = 0.075
target radius = 150 mm; s/radius = 0.258
rough secondary yield = 3.0 electrons/ion
secondary charge scale = 0.0133
Debye length = 0.1051 mm
electron-temperature shift of matrix charge = -0.0050 %
omega_pi/omega_pe = 0.00443
initial surface field = 0.0269 MV/cm
```
